# Snoek Relaxation and Diffusion of Carbon in Body-Centred-Cubic Iron

## The problem

Carbon dissolved in body-centred-cubic iron sits in octahedral sites, between iron atoms. Each site is a squashed octahedron: two of its six iron neighbours are closer than the other four. The line through the close pair is the axis of the site, and it lies along $x$, $y$ or $z$. A carbon atom pushes its close pair apart and so stretches the crystal along that axis.

Without stress the three kinds of site are equally occupied. A tensile stress along $z$ favours the $z$ sites, and carbon redistributes by hopping. The crystal then lengthens a little, with a delay. This is Snoek relaxation. The same hops carry carbon through the crystal, so the delay and the diffusion coefficient must be related.

Let $a$ be the edge of the cubic cell, $D$ the diffusion coefficient and $\tau$ the time constant with which the site populations approach equilibrium at constant stress.

1. Find $\tau$ in terms of $a$ and $D$.
2. Evaluate both at 300 K, and find the temperature at which the mechanical loss at 1 Hz is largest.
3. Find how the effect depends on the direction of the stress, and what limits the relation between $\tau$ and $D$.

Assume that carbon is dilute, that it hops to nearest octahedral sites, and that it loses all memory of its last hop before the next one. Take $a=0.287$ nm, a barrier $E_m=0.87$ eV and a rate prefactor $\nu_0=10^{14}\ \mathrm{s^{-1}}$. These are rough typical values for carbon in iron.

## A first estimate by scaling

The lengths in the problem are all fixed fractions of $a$, and a single hop rate sets both $\tau$ and $D$, so dimensions require $\tau=C\,a^2/D$ with a pure number $C$. To estimate $C$, suppose that the orientation is forgotten in the time a carbon atom needs to diffuse one hop length. Neighbouring octahedral sites are $a/2$ apart, and in three dimensions $\langle r^2\rangle=6Dt$. Hence

$$6D\,\tau_{\rm est}=\left(\frac a2\right)^2,\qquad \tau_{\rm est}=\frac{a^2}{24D}.$$

The power of $a$ and the inverse dependence on $D$ are secure. The number 24 rests on the guess that one hop length of diffusion equals one relaxation time. To replace the guess we must count where each hop leads.

## Exact solution

### Where the hops lead

Measure positions in units of $a/2$. Iron then occupies the integer points whose three coordinates are all even or all odd. The other integer points are the octahedral sites. At such a point two coordinates share a parity and the third differs. Changing the third by $\pm1$ makes all parities equal and so leads to iron. The axis of the site is therefore the direction of the coordinate with the odd-one-out parity.

Take a $z$ site, with parities $(p,p,q)$ and $q\neq p$. A unit step along $z$ meets iron. A unit step along $x$ gives $(q,p,q)$, where $y$ is the odd one out: a $y$ site. A step along $y$ gives $(p,q,q)$, an $x$ site. Since each step can be taken in either sense, a $z$ site has four neighbours at distance $a/2$:

- two $y$ sites, reached along $\pm x$;
- two $x$ sites, reached along $\pm y$.

Every hop changes the orientation, and its direction is the axis that neither the old nor the new site has. Midway lies a tetrahedral site, equally far from four iron atoms, which we take as the saddle point.

### The rate of one hop

Let $w$ be the rate of hopping to one particular neighbour. Transition-state theory takes the carbon atom to be in thermal equilibrium within its well and counts each outward crossing of the saddle as a completed hop. Consider first one coordinate $x$ along the path, with mass $m$, potential $V(x)$, $V(0)=0$ and height $E_m$ at the saddle. The probability density at the saddle is

$$\frac{e^{-E_m/kT}}{\int_{\rm well}e^{-V(x)/kT}\,dx}.$$

The outward flux is this density times the Maxwell average of the velocity over outward motion,

$$\int_0^\infty v\,\sqrt{\frac{m}{2\pi kT}}\;e^{-mv^2/2kT}\,dv
=\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}
=\sqrt{\frac{kT}{2\pi m}} .$$

For $kT\ll E_m$ the well integral comes from small $x$, where $V\simeq\frac12m\omega_0^2x^2$, and equals $\sqrt{2\pi kT/(m\omega_0^2)}$. The product is

$$\sqrt{\frac{kT}{2\pi m}}\sqrt{\frac{m\omega_0^2}{2\pi kT}}\;e^{-E_m/kT}=\frac{\omega_0}{2\pi}\,e^{-E_m/kT}.$$

The other vibrations, of carbon and of the surrounding iron, multiply this by the ratio of their partition functions at the saddle and in the well. For classical harmonic vibrations that ratio is independent of temperature; write it as $e^{S/k}$. Then

$$w=\nu_0\,e^{-E_m/kT},\qquad \nu_0=\frac{\omega_0}{2\pi}\,e^{S/k}.$$

### The orientation-resolved rate equations

Let $n_x,n_y,n_z$ be the numbers of carbon atoms per volume in the three kinds of site, with fixed sum $n$. A $z$ atom has four ways out, all of which leave the $z$ population. An $x$ atom has two ways into $z$ sites, and so has a $y$ atom. Therefore

$$\frac{dn_z}{dt}=-4w\,n_z+2w\,(n_x+n_y).$$

Put $n_x+n_y=n-n_z$:

$$\frac{dn_z}{dt}=-4wn_z+2wn-2wn_z=-6w\left(n_z-\frac n3\right).$$

The equations for $n_x$ and $n_y$ follow by exchanging labels. Each population approaches $n/3$ exponentially, with the same time constant

$$\tau=\frac1{6w}.$$

### The diffusion coefficient

The four hops available from any site are two opposite pairs, so their mean displacement is zero whatever the site. Hence the displacement $\mathbf d_j$ of a later hop averages to zero for any given history, and $\langle\mathbf d_i\cdot\mathbf d_j\rangle=0$ for $i\neq j$. The mean number of hops in time $t$ is $4wt$, each of squared length $a^2/4$:

$$\langle r^2\rangle=4wt\,\frac{a^2}{4}=wa^2t .$$

Setting this equal to $6Dt$ gives

$$D=\frac{wa^2}{6}.$$

A single site allows hops in a plane, yet diffusion over long times is isotropic. Motion along $x$ is possible from $y$ and $z$ sites, which hold the atom for two thirds of the time, at total rate $2w$. So $\langle x^2\rangle=\frac23(2w)(a/2)^2t=\frac13wa^2t$, which is $2Dt$ with the same $D$. The same holds for $y$ and $z$. Cross terms such as $\langle xy\rangle$ vanish because each hop moves one coordinate and different hops are uncorrelated.

From $D=wa^2/6$ we have $w=6D/a^2$, and the relaxation time becomes

$$\boxed{\;\tau=\frac1{6w}=\frac{a^2}{36D}\;}$$

The barrier and the prefactor have cancelled. The number 36 is a product of two sixes: one is the decay rate of the populations in units of $w$, the other comes from $D=wa^2/6$.

### Why a stress experiment measures this time

Stress changes the energy $E_i$ of an $i$ site and also the energy of the saddles. Let $S_l$ be the shift of a saddle crossed along direction $l$. A hop from $i$ to $j$ runs along the third axis $l$, and its rate becomes $w\,e^{(E_i-S_l)/kT}$. With $p_i=n_i/n$,

$$\frac{dp_i}{dt}=2w\sum_{j\neq i}\left[e^{(E_j-S_l)/kT}p_j-e^{(E_i-S_l)/kT}p_i\right].$$

Write $p_i=\frac13+\delta_i$ and keep first order in the energies and in $\delta_i$. The saddle shift enters each bracket as $-S_l/3kT+S_l/3kT=0$. What remains is

$$\frac{d\delta_i}{dt}=2w\sum_{j\neq i}(\delta_j-\delta_i)+\frac{2w}{3kT}\sum_{j\neq i}(E_j-E_i).$$

Because $\sum_j\delta_j=0$, the first sum is $-\delta_i-2\delta_i=-3\delta_i$. With the mean energy $\bar E=\frac13\sum_jE_j$, the second is $(3\bar E-E_i)-2E_i=3(\bar E-E_i)$. Thus

$$\frac{d\delta_i}{dt}=-6w\left[\delta_i-\frac{\bar E-E_i}{3kT}\right].$$

After a weak stress is switched on, $\delta_i$ rises as $1-e^{-t/\tau}$ with the $\tau$ found above. The stress also changes the decay rate slightly, but that change multiplies the already small $\delta_i$ and so is of second order in this equation. In the limit of weak stress the time constant is therefore the one found without stress.

### Dependence on the direction of stress

Let $c$ be the number of carbon atoms per iron atom and $v_0=a^3/2$ the volume per iron atom. If all carbon sat in $i$ sites, the strain would be $c(\lambda_t+\delta\lambda)$ along $i$ and $c\lambda_t$ across it. A tensile stress $\sigma$ along the unit vector $\mathbf n$ does work on this strain, so

$$E_i=-v_0\sigma(\lambda_t+\delta\lambda\,n_i^2),\qquad \bar E-E_i=v_0\sigma\,\delta\lambda\left(n_i^2-\tfrac13\right).$$

The delayed strain along $\mathbf n$ is $c\,\delta\lambda\sum_in_i^2\delta_i$. Inserting the final $\delta_i$, using $\sum_in_i^2=1$ and dividing by $\sigma$, we get the delayed compliance

$$\delta J=\frac{c\,v_0(\delta\lambda)^2}{3kT}\left(\sum_in_i^4-\frac13\right).$$

Along a cube edge the bracket is $2/3$, its largest value. Along a body diagonal each $n_i^2=1/3$ and the bracket is zero: the stress treats the three kinds of site alike, and nothing relaxes at first order even though carbon keeps hopping.

For an oscillating stress $\sigma e^{i\omega t}$ the delayed strain obeys $\dot\varepsilon=-(\varepsilon-\delta J\sigma)/\tau$, so its complex compliance is $\delta J/(1+i\omega\tau)$. The lossy part,

$$\delta J\,\frac{\omega\tau}{1+\omega^2\tau^2},$$

peaks at $\omega\tau=1$, where it equals $\delta J/2$.

## Numbers for carbon in iron

At 300 K, $kT=0.02585$ eV and $E_m/kT=33.65$, so

$$w=10^{14}\,e^{-33.653}\ \mathrm{s^{-1}}=0.24\ \mathrm{s^{-1}}.$$

With $a=0.287$ nm,

$$D=\frac{0.2425\times(0.287)^2}{6}\ \mathrm{nm^2/s}=3.3\times10^{-3}\ \mathrm{nm^2/s}=3.3\times10^{-17}\ \mathrm{cm^2/s},$$

$$\tau=\frac{(0.287)^2}{36\times3.329\times10^{-3}}\ \mathrm s=0.69\ \mathrm s.$$

At this temperature the loss peaks at the frequency $1/(2\pi\tau)=0.23$ Hz.

In practice one often fixes the frequency $f$ and sweeps the temperature. The condition $2\pi f\tau=1$ means $6w=2\pi f$, so

$$T=\frac{E_m}{k\ln(3\nu_0/\pi f)}=313.6\ \mathrm K\quad\text{for } f=1\ \mathrm{Hz}.$$

Since $\delta J$ itself falls as $1/T$, the maximum lies slightly lower. Setting the temperature derivative of the logarithm of the loss to zero gives $\tanh(\ln\omega\tau)=kT/E_m$, a shift of about $-T(kT/E_m)^2$, or $-0.3$ K. A numerical maximization gives 313.3 K. The decimals serve only to show this shift: a change of 0.01 eV in the rough barrier moves the peak by almost 4 K.

For the size of the effect take $c=10^{-4}$, $\delta\lambda=0.9$ and a modulus of 130 GPa along $[001]$, again rough values. With $v_0=0.0118\ \mathrm{nm^3}$ the compliance formula gives $\delta J=5.1\times10^{-5}\ \mathrm{GPa^{-1}}$ along $[001]$. Multiplied by the modulus, this is a relaxation strength $\Delta=0.0067$. The peak loss at 300 K, relative to the elastic compliance, is half of that, 0.0033. At the 1 Hz peak near 313 K the $1/T$ factor lowers it to 0.0032.

## Comparison of the estimate with the solution

The scaling estimate has the right form, but

$$\frac{\tau}{\tau_{\rm est}}=\frac{24}{36}=\frac23 .$$

At 300 K it gives 1.03 s instead of 0.69 s. Someone who used it to extract $D$ from a measured $\tau$ would find a value 50% too large.

The estimate is in fact the mean residence time in a site: with $D=wa^2/6$, $a^2/(24D)=1/(4w)$. Why is relaxation faster than the mean wait for one hop? Follow an atom known to start in a $z$ site. Its probabilities for $(x,y,z)$ are $(0,0,1)$, which deviate from equilibrium by $(-\frac13,-\frac13,\frac23)$. After one hop it cannot be in a $z$ site; the probabilities are $(\frac12,\frac12,0)$ and the deviation is $(\frac16,\frac16,-\frac13)$. One hop therefore multiplies the deviation by $-\frac12$. It overshoots equilibrium instead of merely reaching it.

The number of hops $m$ in time $t$ has a Poisson distribution with mean $4wt$. The average deviation is thus multiplied by

$$\sum_{m=0}^\infty e^{-4wt}\frac{(4wt)^m}{m!}\left(-\frac12\right)^m=e^{-4wt}e^{-2wt}=e^{-6wt}.$$

If a hop merely randomized the orientation, the factor per hop would be zero and the decay would be $e^{-4wt}$, which is the estimate. The overshoot supplies the extra $2w$.

## Where the relation holds and where it fails

**Errors in the hop rate.** Anything that changes $w$ alone moves $\tau$ and $D$ in opposite directions and leaves $\tau D/a^2=1/36$. To size such effects, take a cosine potential of period $a/2$ and height $E_m$ along the path. Its curvature at the bottom gives $\omega_0^2=8\pi^2E_m/(ma^2)$, or $\omega_0/2\pi=1.3\times10^{13}\ \mathrm{s^{-1}}$ for the carbon mass. The chosen $\nu_0$ is 7.7 times larger, which corresponds to $S\approx2k$ in this model. Integrating the actual cosine well numerically lowers $w$ by 0.8% relative to the harmonic formula.

Quantum motion along the path has a larger effect than this, since $X=\hbar\omega_0/kT=2.1$. Replacing the classical partition function of the well mode by the quantum one raises $w$ by $\sinh(X/2)/(X/2)=1.19$. Tunnelling through a parabolic barrier of the same curvature gives a further factor $(X/2)/\sin(X/2)=1.21$. The product is 1.44. Both factors are harmonic approximations; for the full cosine potential the quantum rate is about 1.42 times the classical harmonic one. It covers the path mode alone; the transverse modes would add their own factor. If $\nu_0$ and $E_m$ are fitted to measured rates near this temperature, such corrections are already inside them.

**Double hops.** Memory is a different matter. Suppose an atom sometimes runs straight on through the next site, at rate $w_2$ in each of its four directions. It moves by $a$ and, since the parities return to their old values, lands in a site of the same orientation. These events do not relax the populations, but they do diffuse:

$$D=\frac{4w(a/2)^2+4w_2a^2}{6}=\frac{(w+4w_2)a^2}{6},\qquad
\tau=\frac{a^2}{36D}\left(1+\frac{4w_2}{w}\right).$$

An assumed $w_2/w=0.01$ changes the relation by 4%.

**Finite stress.** Let a stress along $z$ lower the $z$ sites by $u$ relative to the others and shift the saddles next to them by $s$ on the same scale. Then

$$\frac{dn_z}{dt}=-4w\,e^{-(u+s)/kT}n_z+2w\,e^{-s/kT}(n-n_z),$$

and the decay rate is $2w\,e^{-s/kT}(1+2e^{-u/kT})$. For 10 MPa, $u=v_0\,\delta\lambda\,\sigma=0.66$ meV and $u/kT=0.026$. The rate changes by $-1.7\%$ if $s=0$, by $-4.2\%$ if $s=u$ and by $+0.9\%$ if $s=-u$. These are sample cases, since $s$ is not known from the model. They are changes of the rate, not of the product $\tau D$, because $D$ changes too and in general becomes anisotropic. The equilibrium shares are $p_y=1/(2+e^{u/kT})$ and $p_z=e^{u/kT}p_y$. Motion along $x$ starts from $y$ and $z$ sites over saddles shifted by $s$, so $D_x=wa^2e^{-s/kT}/[2(2+e^{u/kT})]$. Dividing by the decay rate, $s$ cancels: $\tau D_x/a^2=e^{u/kT}/[4(2+e^{u/kT})^2]$, which is 0.8% above $1/36$ at 10 MPa. The product with $D_z$ keeps a dependence on the saddle shifts.

**Constant strain.** If the total strain along the stress axis is held fixed and the sides are free, the stress falls as the delayed strain grows. With elastic compliance $J$, $\sigma=(\varepsilon_{\rm tot}-\varepsilon)/J$, and the equation for $\varepsilon$ acquires the decay rate $(1+\delta J/J)/\tau=(1+\Delta)/\tau$. The time constant is 0.7% shorter here.

**Real iron.** The Snoek peak of carbon in iron lies at roughly 40 °C for a frequency near 1 Hz. The model gives the same, but its parameters were chosen as typical of this system, so this is consistency and not a prediction. A carbon content of 100 atomic ppm near room temperature requires quenching; if carbon later leaves solution, the peak height falls in proportion to the content $c$ that remains dissolved. In alloyed steels the sites are no longer all identical: carbon near a solute atom or a dislocation has different barriers. A barrier change of one $kT$, 26 meV, changes the local relaxation time by a factor $e\approx2.7$, so a spread of barriers of order $kT$ or more broadens the peak. With a common prefactor, a Gaussian spread whose standard deviation is one $kT$ already widens the 1 Hz peak from 26 K to 36 K at half height. A single $\tau$, and with it the relation to a single $D$, then no longer describes the material.

Numerical values quoted here were computed with a short program.
